# Breit, Gaunt and the gauge dependence of the zero-frequency limit

**Q.** One-photon exchange between two electrons is gauge independent. I conclude that its zero-frequency limit is too, so the Gaunt interaction from Feynman gauge and the Breit interaction from Coulomb gauge should give the same energies to order \(\alpha^2\) hartree. Where does that go wrong?

**A.** Write both interactions down first. Take Hartree units, \(c=1/\alpha\), and orbitals that are eigenstates of \(h=c\,\boldsymbol\alpha\cdot\mathbf p+\beta c^2+V\) with \(V\) local. Let \(r=|\mathbf r_1-\mathbf r_2|\) and \(\mathbf n=(\mathbf r_1-\mathbf r_2)/r\). Electron 1 goes \(a\to c\), electron 2 goes \(b\to d\). A photon mode \((\mathbf k,\boldsymbol\epsilon)\) has amplitude \(\sqrt{2\pi c/k}\) in a unit volume and couples through \(\boldsymbol\alpha\cdot\boldsymbol\epsilon\,e^{\pm i\mathbf k\cdot\mathbf r_i}\). If the photon carries energy \(\omega\), either electron may emit, and with \(\kappa=|\omega|/c\) the two orderings give
\[
\frac{2\pi c}{k}\left[\frac1{\omega-ck}+\frac1{-\omega-ck}\right]=\frac{2\pi c}{k}\,\frac{2ck}{\omega^2-c^2k^2}=-\frac{4\pi}{k^2-\kappa^2}.
\]
Coulomb gauge has two transverse polarizations and an instantaneous \(4\pi/k^2\). Feynman gauge has three spatial polarizations and a scalar one, which couples to the charge and enters with the opposite sign. As coefficients of \(e^{i\mathbf k\cdot(\mathbf r_1-\mathbf r_2)}\),
\[
I_F=\frac{4\pi(1-\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2)}{k^2-\kappa^2},\qquad
I_C=\frac{4\pi}{k^2}-\frac{4\pi\,\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2}{k^2-\kappa^2}+\frac{4\pi(\boldsymbol\alpha_1\cdot\mathbf k)(\boldsymbol\alpha_2\cdot\mathbf k)}{k^2(k^2-\kappa^2)}.
\]
I keep the principal value at the pole, which gives the level shift. Then \(4\pi/(k^2-\kappa^2)\) transforms to \(\cos\kappa r/r\), the standing-wave solution of \((\nabla^2+\kappa^2)f=-4\pi\delta\). In the last term use \(1/[k^2(k^2-\kappa^2)]=\kappa^{-2}[1/(k^2-\kappa^2)-1/k^2]\), and note that \(\nabla_{1i}\nabla_{2j}\) brings down \((ik_i)(-ik_j)=k_ik_j\):
\[
I_F=(1-\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2)\frac{\cos\kappa r}{r},\qquad
I_C=\frac1r-\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2\frac{\cos\kappa r}{r}+(\boldsymbol\alpha_1\cdot\nabla_1)(\boldsymbol\alpha_2\cdot\nabla_2)\frac{\cos\kappa r-1}{\kappa^2r}.
\]
The gradients act on the kernel alone. At \(\kappa\to0\), \(I_F=1/r+G\) with \(G=-\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2/r\), while \((\cos\kappa r-1)/(\kappa^2r)\to-r/2\) gives \(I_C=1/r+B\) with
\[
B=G-\tfrac12(\boldsymbol\alpha_1\cdot\nabla_1)(\boldsymbol\alpha_2\cdot\nabla_2)\,r .
\]
Since \(\nabla_{2j}r=-n_j\) and \(\nabla_{1i}n_j=(\delta_{ij}-n_in_j)/r\), the added term is \(+[\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2-(\boldsymbol\alpha_1\cdot\mathbf n)(\boldsymbol\alpha_2\cdot\mathbf n)]/(2r)\), so \(B=-[\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2+(\boldsymbol\alpha_1\cdot\mathbf n)(\boldsymbol\alpha_2\cdot\mathbf n)]/(2r)\).

**Q.** The operators differ, but so do \(I_F\) and \(I_C\) at finite frequency. Matrix elements are what must agree.

**A.** Then see what makes them agree. Define \(\rho_1=\langle c|e^{i\mathbf k\cdot\mathbf r}|a\rangle\), \(\mathbf j_1=\langle c|\boldsymbol\alpha e^{i\mathbf k\cdot\mathbf r}|a\rangle\), and \(\rho_2,\mathbf j_2\) likewise with \(d,b\) and \(-\mathbf k\). Subtracting the kernels, with the same partial fraction,
\[
I_F-I_C=\frac{4\pi\left[\kappa^2\rho_1\rho_2-(\mathbf k\cdot\mathbf j_1)(\mathbf k\cdot\mathbf j_2)\right]}{k^2(k^2-\kappa^2)} .
\]
A local \(V\) commutes with any function of position, so \([h,f]=-ic\,\boldsymbol\alpha\cdot\nabla f\) and \([h,e^{\pm i\mathbf k\cdot\mathbf r}]=\pm c\,\boldsymbol\alpha\cdot\mathbf k\,e^{\pm i\mathbf k\cdot\mathbf r}\). Between eigenstates this is current conservation: \(c\,\mathbf k\cdot\mathbf j_1=(\varepsilon_c-\varepsilon_a)\rho_1\) and \(-c\,\mathbf k\cdot\mathbf j_2=(\varepsilon_d-\varepsilon_b)\rho_2\). On shell, \(\varepsilon_a-\varepsilon_c=\varepsilon_d-\varepsilon_b=\omega_0\), the product is \((\mathbf k\cdot\mathbf j_1)(\mathbf k\cdot\mathbf j_2)=\kappa_0^2\rho_1\rho_2\) with \(\kappa_0=|\omega_0|/c\). The bracket becomes \((\kappa^2-\kappa_0^2)\rho_1\rho_2\). It vanishes when the frequency in the kernel equals the frequency of the orbitals. Putting \(\kappa=0\) changes the kernel and leaves the currents oscillating at \(\omega_0\), so the cancellation is lost. A nonlocal \(V\), such as Hartree–Fock exchange, does not commute with \(e^{i\mathbf k\cdot\mathbf r}\), and the argument then fails even at \(\kappa=\kappa_0\).

In position space, two uses of the commutator give \([h_1,[h_2,r]]=-c^2(\boldsymbol\alpha_1\cdot\nabla_1)(\boldsymbol\alpha_2\cdot\nabla_2)r\), hence the operator identity
\[
B-G=\frac{[h_1,[h_2,r]]}{2c^2},\qquad \langle cd|B-G|ab\rangle=\frac{(\varepsilon_c-\varepsilon_a)(\varepsilon_d-\varepsilon_b)}{2c^2}\langle cd|r|ab\rangle .
\]
On shell this is \(-\omega_0^2\langle r\rangle/(2c^2)\), which is the second term of the scalar part of \(I_F\): \(\cos\kappa r/r=1/r-\kappa^2r/2+\dots\). That term is what Gaunt drops. For hydrogenic scales \(\omega_0\sim Z^2\) and \(r\sim1/Z\), so it is of order \(\alpha^2Z^3\). The Gaunt element has two vertices of size \(v/c\sim Z\alpha\) times \(1/r\sim Z\), the same order. In \(I_C\) the frequency dependence comes with two such vertices and a further \(\kappa^2r^2\sim(Z\alpha)^2\), so dropping it costs \(\alpha^4Z^5\) in this first-order element.

**Q.** I would like to see that in a real ion.

**A.** Take the exchange element \(X=\langle2s\,1s|I|1s\,2s\rangle\) of a helium-like ion, with point-nucleus Dirac hydrogenic orbitals and the interaction in first order. An \(s_{1/2}\) orbital is \(\psi=(4\pi r_1^2)^{-1/2}\,(P\chi,\,-iQ\,\boldsymbol\sigma\cdot\mathbf n_1\chi)\), with \(\mathbf n_1\) the direction of \(\mathbf r_1\). For \(a=1s\), \(b=2s\) and the same spinor \(\chi\), \((\boldsymbol\sigma\cdot\mathbf n_1)^2=1\) gives the density \(R/(4\pi r_1^2)\), \(R=P_aP_b+Q_aQ_b\). From \(\boldsymbol\sigma(\boldsymbol\sigma\cdot\mathbf n_1)=\mathbf n_1+i\,\mathbf n_1\times\boldsymbol\sigma\) and \((\boldsymbol\sigma\cdot\mathbf n_1)\boldsymbol\sigma=\mathbf n_1-i\,\mathbf n_1\times\boldsymbol\sigma\),
\[
\psi_b^\dagger\boldsymbol\alpha\psi_a=\frac{iS\,\mathbf n_1+M\,\mathbf n_1\times\mathbf s}{4\pi r_1^2},\quad S=Q_bP_a-P_bQ_a,\quad M=P_bQ_a+Q_bP_a,
\]
with \(\mathbf s=\chi^\dagger\boldsymbol\sigma\chi\) a unit vector. For \(b\to a\), \(S\) changes sign, so the radial product is \((iS)(-iS)\,\mathbf n_1\cdot\mathbf n_2\). The radial current is a gradient, hence longitudinal, and the transverse projector of Coulomb gauge removes it. The \(M\) current is a curl, hence transverse, and both gauges treat it alike. Against a rotation-invariant kernel \(n_{1i}n_{2j}\to\delta_{ij}\,\mathbf n_1\cdot\mathbf n_2/3\), so \((\mathbf n_1\times\mathbf s)\cdot(\mathbf n_2\times\mathbf s)\to\frac23\mathbf n_1\cdot\mathbf n_2\), and the cross terms vanish. The expansion \(\cos\kappa r/r=\sum_l(2l+1)K_lP_l\), \(K_l=-\kappa\,j_l(\kappa r_<)\,y_l(\kappa r_>)\), then gives
\[
X_F=\iint\left(RR\,K_0-SS\,K_1-\tfrac23MM\,K_1\right),\qquad X_C=\iint\left(\frac{RR}{r_>}-\tfrac23MM\,K_1\right),
\]
over \(dr_1dr_2\), one factor at each radius. At \(\kappa=0\), \(K_0=1/r_>\) and \(K_1=r_</(3r_>^2)\); the angular average of \(r\) is \(r_>+r_<^2/(3r_>)\).

With the closed-form Dirac–Coulomb functions, Gauss–Legendre quadrature in \(r_>\) and \(r_</r_>\), and \(c=137.035999\), \(Z=10\) has \(\omega_0=37.545882\) hartree. The part of \(X\) beyond \(1/r\) is \(-4.394626\times10^{-4}\) hartree in both gauges at \(\omega_0\). At zero frequency Gaunt gives \(-6.103863\times10^{-4}\) and Breit \(-4.393169\times10^{-4}\), a difference \(B-G=1.710694\times10^{-4}\). The exchange element of \(r\) is \(-4.557712\times10^{-3}\) bohr, and with \(\alpha^2=5.325135\times10^{-5}\),
\[
-\tfrac12\alpha^2\omega_0^2\langle r\rangle=\tfrac12(5.325135\times10^{-5})(37.545882)^2(4.557712\times10^{-3})=1.7107\times10^{-4}.
\]
The sign is fixed: here \(\mathbf j_2=\mathbf j_1^*\) along \(\mathbf k\), so \(B-G=\int d^3k\,(2\pi)^{-3}4\pi|\mathbf k\cdot\mathbf j_1|^2/k^4>0\). Relative to the full value beyond \(1/r\), the static error is 39% for Gaunt (\(-1.709\times10^{-4}\)) and 0.03% for Breit (\(1.457\times10^{-7}\)). Doubling \(c\) at fixed \(Z\) shows the absolute errors scaling as \(\alpha^{2.003}\) and \(\alpha^{3.999}\). At \(Z=50\) the full value is \(-5.8756\times10^{-2}\) hartree and the static errors are \(-2.299\times10^{-2}\) and \(4.41\times10^{-4}\), that is 39% and 0.75%. If both kernels are given \(\kappa=\kappa_0/2\), the bracket predicts to leading order \(X_F-X_C=-\frac12(\kappa^2-\kappa_0^2)\langle r\rangle=-\frac34(B-G)=-1.283\times10^{-4}\) at \(Z=10\); the quadrature gives \(-1.284\times10^{-4}\).

The nonrelativistic limit is closed. At \(Z=1\), \(R=\sqrt2\,r^2(1-r/2)e^{-3r/2}\) integrates to \(\langle r\rangle=-896/19683\), and \(\omega_0=3/8\), so \(B-G=\frac12\cdot\frac9{64}\cdot\frac{896}{19683}\alpha^2Z^3=\frac7{2187}\alpha^2Z^3\), or \(1.704\times10^{-4}\) at \(Z=10\), 0.4% below the Dirac value. For \(J=M=1\) the energy contains \(-X\). For \(J=0\), \((|a_+b_-|-|a_-b_+|)/\sqrt2\), densities between opposite spinors vanish; the cross term between the determinants supplies \(+(B-G)\). Gaunt therefore makes the first-order \(J=0\)/\(J=1\) interval too small by \(2(B-G)\) relative to Breit: \(3.42\times10^{-4}\) hartree (0.0093 eV) at \(Z=10\), \(4.69\times10^{-2}\) hartree (1.27 eV) at \(Z=50\).

**Q.** Direct terms have \(\omega_0=0\), and so has the \(1s^2\) ground state. There at least the two must agree.

**A.** In first order they do. Once the Coulomb repulsion mixes in other configurations, the elements \(\langle cd|B-G|ab\rangle\) are off shell and there is no single \(\omega_0\). Let \(H\) contain the Coulomb repulsion, restricted to positive-energy states, with \(H\Psi=E\Psi\), and let one photon pass between the electrons while \(H\) keeps acting. Put \(\Delta=H-E\), \(U=e^{i\mathbf k\cdot\mathbf r_1}\), \(W=e^{-i\mathbf k\cdot\mathbf r_2}\), and let "+(1↔2)" denote the other ordering. In Coulomb gauge
\[
E_T=-\int\!\frac{d^3k}{(2\pi)^3}\frac{2\pi c}{k}\sum_{\epsilon\perp k}\Big\langle\boldsymbol\alpha_1\!\cdot\!\boldsymbol\epsilon\,U\frac1{ck+\Delta}\boldsymbol\alpha_2\!\cdot\!\boldsymbol\epsilon\,W\Big\rangle+(1\leftrightarrow2).
\]
Write \(1/(ck+\Delta)=1/(ck)-\Delta/[ck(ck+\Delta)]\). The first term gives \(-4\pi/k^2\) times the transverse projector, which is \(\langle\Psi|B|\Psi\rangle\). In the second, each vertex is \(O(\alpha)\); for \(ck>\Delta\) the integrand scales as \(k^2dk\,(c/k)\,\alpha^2\Delta/(ck)^2=\alpha^3\Delta\,dk/k\). It is cut off below at \(k\sim\Delta/c\) and above at the inverse size of the atom, so the remainder is \(\alpha^3\ln\alpha\). A second transverse photon brings four vertices, \(\alpha^4\) at atomic momenta. The spin part of each vertex grows as \(k/c\), so each exchange is of size \(\alpha^2\) independent of \(k\); the sum over positive-energy intermediate states, \(\alpha^4\int k^2dk/k^2\), grows linearly with the cutoff, and momenta near \(c\) raise it to \(\alpha^3\), still smaller than \(\alpha^2\). The restriction to positive energies matters. By counting at atomic momenta, \(B\) iterated with itself through a state with both electrons at negative energy has unsuppressed vertices over a denominator \(4c^2\), a term of order \(\alpha^2\). The claim is for \(B\) once, Coulomb summed, positive-energy states; pair terms, self-energy and photon momenta near \(c\) are not treated here.

**Q.** And the same treatment in Feynman gauge?

**A.** It needs an assumption: the static part of all other photons is summed into \(H\) and acts during the flight. The scalar photon gives \(E_S=+\int d^3k\,(2\pi)^{-3}(2\pi c/k)\langle U(ck+\Delta)^{-1}W\rangle+(1\leftrightarrow2)\). Use the algebraic identity
\[
\frac1{ck+\Delta}=\frac1{ck}-\frac{\Delta}{(ck)^2}+\frac{\Delta^2}{(ck)^2(ck+\Delta)} .
\]
The first term is \(\langle1/r\rangle\). For the second, expanding the double commutator and using \(H\Psi=E\Psi\) gives \(\langle U\Delta W\rangle+\langle W\Delta U\rangle=\langle[U,[H,W]]\rangle\). All potentials commute with \(W\), so \([H,W]=[h_2,W]\) acts on electron 2 and commutes with \(U\): the order-\(\alpha\) term is zero. In the third, \(\Delta W\Psi=[H,W]\Psi=-c\,\mathbf k\cdot\boldsymbol\alpha_2W\Psi\) and \(\langle\Psi|U\Delta=\langle\Psi|[U,H]=-c\langle\Psi|\mathbf k\cdot\boldsymbol\alpha_1U\). The third term is thus \(+(2\pi c/k)\langle\hat{\mathbf k}\cdot\boldsymbol\alpha_1U(ck+\Delta)^{-1}\hat{\mathbf k}\cdot\boldsymbol\alpha_2W\rangle\), the negative of the longitudinal photon's contribution \(E_L\). So, wherever these commutators hold, \(E_S+E_L=\langle1/r\rangle\) with no expansion of the photon denominator, and the gauges agree. The static limit of \(E_L\) is \(\langle G-B\rangle\), and by the counting above \(E_S-\langle1/r\rangle=\langle B-G\rangle+O(\alpha^3\ln\alpha)\). Gaunt keeps the longitudinal photon and omits the scalar retardation that cancels it.

These commutators hold in the positive-energy sector at leading order, where \(h\to T+V\). The small component is \(\boldsymbol\sigma\cdot\mathbf p/(2c)\) times the large one, and the Pauli products used above turn the vertex into \(\boldsymbol\alpha U\to\{\mathbf p,U\}/(2c)-i\,\mathbf k\times\boldsymbol\sigma\,U/(2c)\). Indeed \([T,U]=\mathbf k\cdot\{\mathbf p,U\}/2\). The spin part is perpendicular to \(\mathbf k\), so \(B-G\) involves the convective, orbit–orbit parts alone.

**Q.** The remainder was estimated by counting. Can it be computed?

**A.** In a solvable model. Take two spinless particles of unit mass and charge, \(\mathbf r_{1,2}=(\mathbf X\pm\mathbf y)/\sqrt2\), with oscillator frequencies \(\Omega=1\) for \(\mathbf X\) and \(\nu=\frac12\) for \(\mathbf y\). The harmonic pair force stands in for the summed Coulomb force and is not electromagnetic, so the assumption above holds by construction. Use \((ck+\Delta)^{-1}=\int_0^\infty d\tau\,e^{-(ck+\Delta)\tau}\). Per Cartesian component an oscillator of frequency \(w\) has \(\langle xe^{-\Delta\tau}x\rangle=e^{-w\tau}/(2w)\) and \(\langle pe^{-\Delta\tau}p\rangle=we^{-w\tau}/2\), so between particles 1 and 2
\[
C_{xx}=\frac{e^{-\Omega\tau}}{4\Omega}-\frac{e^{-\nu\tau}}{4\nu},\qquad C_{pp}=\frac{\Omega e^{-\Omega\tau}-\nu e^{-\nu\tau}}4 .
\]
For operators linear in \(x\) and \(p\), a Gaussian ground state has \(\langle e^Ae^{A'}\rangle=\exp(\frac12\langle A^2\rangle+\frac12\langle A'^2\rangle+\langle AA'\rangle)\), so \(g(\tau)=\langle Ue^{-\Delta\tau}W\rangle=\exp[-k^2(\frac1{4\Omega}+\frac1{4\nu}-C_{xx})]\). Momenta perpendicular to \(\mathbf k\) factor out, and the longitudinal correlator is \(\langle U\Delta^2e^{-\Delta\tau}W\rangle/k^2=g''/k^2=(C_{pp}+k^2C_{xx}'^2)g\). With \(L[f]=\int_0^\infty e^{-ck\tau}f\,d\tau\) and \(d^3k\,(2\pi)^{-3}4\pi/k^2=(2/\pi)dk\),
\[
E_S=\frac2\pi\!\int\!dk\,ck\,L[g],\quad E_T=-\frac2\pi\!\int\!dk\,\frac kc\,2L[C_{pp}g],\quad E_L=-\frac2\pi\!\int\!dk\,\frac kc\,L[g''/k^2].
\]
The static limit is \(L[f]\to f(0)/(ck)\). As \(g(0)=e^{-k^2/2\nu}\), \(\langle1/r\rangle=\sqrt{2\nu/\pi}=0.564190\). As \(C_{pp}(0)=(\Omega-\nu)/4\), \(c^2B=-\frac12(\Omega-\nu)\langle1/r\rangle=-0.141047\). As \(C_{xx}'(0)=0\), the third polarization adds half as much again: \(c^2G=-0.211571\), \(c^2(B-G)=0.070524\). For the logarithm set \(g\approx1\) at small \(k\) and use \(\Omega/(ck+\Omega)-\Omega/(ck)=-\Omega^2/[ck(ck+\Omega)]\):
\[
E_T-B\approx\frac1{\pi c^2}\int^{\sim1}_0\!dk\left[\frac{\Omega^2}{ck+\Omega}-\frac{\nu^2}{ck+\nu}\right]=\frac{\Omega^2-\nu^2}{\pi c^3}\ln c+O(c^{-3}).
\]
Expanding \(e^{k^2C_{xx}}\) in powers turns each \(L\) into a sum over levels \(m\Omega+n\nu\), and the \(k\) integral is done by Gauss–Legendre panels. Then \(c^3(E_T-B)\) is 1.5255 at \(c=1000\) and 1.6908 at \(c=2000\), a slope of \(0.1653/\ln2=0.238\) against \(0.75/\pi=0.2387\). The scalar retardation \(c^2(E_S-\langle1/r\rangle)\) is 0.037219, 0.066679 and 0.070101 at \(c=5\), 137 and 2000, rising toward 0.070524, with \(c^2E_L\) its negative each time. At the physical \(c\), \(c^2E_T=-0.133356\): Breit misses by 5.5% of \(|B|\), a fraction that falls as \(\ln c/c\), while Gaunt tends to miss by 50% of \(|B|\). At \(\nu=\Omega\) the state is a product and \(B\), \(G\) and the logarithm vanish.

**Q.** How large is the difference for helium itself?

**A.** To order \(\alpha^2\) it is an expectation value in the nonrelativistic ground state \(\Psi\), which is real. In \(B\) the kernel is transverse, so the order of \(\mathbf p\) and kernel is immaterial. In \(G\) the vertices give \(-\frac14\{p_{1i},\{p_{2i},1/r\}\}/c^2\); the two terms with \(1/r\) between the momenta each give \(\int\nabla_1\Psi\cdot\nabla_2\Psi/r\), and the other two each give \(-\int\Psi\nabla_1\!\cdot\!\nabla_2\Psi/r\). Thus
\[
c^2B_{oo}=-\frac12\!\int\!\nabla_{1i}\Psi\frac{\delta_{ij}+n_in_j}{r}\nabla_{2j}\Psi,\qquad c^2G_{oo}=-\frac12\!\int\!\frac{\nabla_1\Psi\cdot\nabla_2\Psi-\Psi\nabla_1\!\cdot\!\nabla_2\Psi}{r}.
\]
For the commutator form, \(D=[T_2,r]=-1/r+\mathbf n\cdot\nabla_2\), from \(\nabla_2^2r=2/r\) and \(\nabla_2r=-\mathbf n\). It is real and anti-Hermitian, so \(\langle[T_1,D]\rangle=2\langle T_1\Psi|D\Psi\rangle\) and \(c^2(B-G)=\langle T_1\Psi|D\Psi\rangle\).

Use a Hylleraas basis \(s^lt^{2m}u^ne^{-\zeta s}\), \(s=r_1+r_2\), \(t=r_1-r_2\), \(u=r\), \(\zeta=1.85\), an infinitely heavy nucleus, and Gauss quadrature in \(s\), \(u/s\), \(t/u\). With \(l+2m+n\le8\), 95 terms, \(E=-2.903724\) hartree, \(c^2B_{oo}=-0.13916\), \(c^2G_{oo}=-0.37132\), and both their difference and the commutator give 0.23216. The 50-term basis (\(\le6\)) gives 0.23154, 0.3% lower, and the remaining basis error may be as large as this step, so two figures are safe: \(0.232\times5.325\times10^{-5}\approx1.2\times10^{-5}\) hartree, or 2.7 cm\(^{-1}\), larger than \(|B_{oo}|\) itself. This is the \(\alpha^2\) term; \(\alpha^3\) and \(\alpha^4\) terms and recoil are left out. For a real product function \(\nabla_1\Psi\cdot\nabla_2\Psi=\Psi\nabla_1\!\cdot\!\nabla_2\Psi\), and a real orbital carries no convective current, so the difference is zero. The operator scales as \(Z^3\) and correlation enters with amplitude \(1/Z\), which predicts \(\alpha^2Z^2\). With 50 terms and \(\zeta=Z-0.15\), as a formal nonrelativistic scaling, \(c^2(B-G)/Z^2\) is 0.1131 at \(Z=40\) and 0.1149 at \(Z=80\), a power of 2.02; the values themselves carry the basis error of this short expansion and are not converged in the last figures. Helium, with 95 terms, has 0.0580.

**Q.** Then I restore the retardation in Feynman gauge: average \(\cos\kappa r/r\) over the two orbital frequencies of each element and iterate that.

**A.** Its \(\alpha^2\) part is \(-[(\varepsilon_c-\varepsilon_a)^2+(\varepsilon_d-\varepsilon_b)^2]\,r/(4c^2)\), the operator \(Y=-([h_1,[h_1,r]]+[h_2,[h_2,r]])/(4c^2)\). Subtract the required term; the squares combine into \((\varepsilon_c+\varepsilon_d-\varepsilon_a-\varepsilon_b)^2\):
\[
Y-(B-G)=-\frac{[H_0,[H_0,r]]}{4c^2},\qquad H_0=h_1+h_2=H-\frac1r .
\]
On shell this vanishes. For the correlated state put \(C=[H_0,r]=-2/r-\mathbf n\cdot(\nabla_1-\nabla_2)\), again real and anti-Hermitian, so \(\langle C\rangle=0\) and \(\langle[H_0,C]\rangle=2\langle H_0\Psi|C\Psi\rangle=-2\langle r^{-1}\Psi|C\Psi\rangle\), using \(H_0\Psi=(E-1/r)\Psi\). The first part of \(C\) gives \(-2\langle r^{-2}\rangle\) in the last bracket. The second is \(-\frac12\int(\mathbf n/r)\cdot(\nabla_1-\nabla_2)\Psi^2\); integrating by parts, with \(\nabla_1\cdot(\mathbf n/r)=-\nabla_2\cdot(\mathbf n/r)=1/r^2\), it equals \(+\langle r^{-2}\rangle\). Hence \(\langle[H_0,C]\rangle=2\langle r^{-2}\rangle\) and
\[
\langle Y-(B-G)\rangle=-\frac{\langle r^{-2}\rangle}{2c^2}.
\]
For helium the 95-term function gives \(c^2\langle Y\rangle=-0.4993\), so the error is \(-0.4993-0.2322=-0.7315\), against \(-1.4649/2=-0.7324\). The identity assumes an eigenstate, which the finite expansion is not, and the two differ by 0.1%. With these bare-nucleus orbitals the orbital-frequency correction has the wrong sign and leaves an error about three times that of plain Gaunt; a screening potential in \(h\) changes \(H_0\) and with it that factor. It measures retardation with \(H_0\), whereas \(\Delta\) in the scalar-photon denominator contains the repulsion acting during the flight.

**Q.** So gauge independence belongs to the element with the photon denominator matched to the dynamics of the charges, and a static operator has to be judged by what it drops.

**A.** Yes, and one practical check follows. In the commutator keep only the kinetic part \(c\,\boldsymbol\alpha\cdot\mathbf p\) of \(h\): a local potential drops out anyway, and the nonlocal exchange of a Fock operator would spoil the identity. The quantity \(\langle[h_1,[h_2,r]]\rangle/(2c^2)\) in the state of interest is then Breit minus Gaunt, the amount that must be added to the Gaunt energy to reach the Breit one; where it vanishes, as in direct terms between eigenfunctions of a local potential and in uncorrelated \(1s^2\), either operator serves at order \(\alpha^2\).
